\section*{Why relaxation weakens same-sublattice tunnelling and isolates flat bands in twisted bilayer graphene}

\section{Two aligned layers}

Place one graphene sheet on another without a twist and shift the upper sheet by $\mathbf d$. An electron at the Dirac point $\mathbf K_0$ tunnels from site $X'$ of the upper layer to site $X$ of the lower one, where $X,X'$ are sublattices $A$ or $B$ at positions $\boldsymbol\tau_X$. With a hopping $t$ that depends only on the separation of two sites, and with $\mathbf s=\mathbf d+\boldsymbol\tau_{X'}-\boldsymbol\tau_X$,
\begin{equation}
T_{XX'}=e^{i\mathbf K_0\cdot(\boldsymbol\tau_{X'}-\boldsymbol\tau_X)}\sum_{\mathbf R}t(\mathbf R+\mathbf s)\,e^{i\mathbf K_0\cdot\mathbf R}.
\end{equation}
The sum $\sum_{\mathbf R}t(\mathbf R+\mathbf s)e^{i\mathbf K_0\cdot(\mathbf R+\mathbf s)}$ is lattice-periodic in $\mathbf s$. Its Fourier coefficient at reciprocal vector $\mathbf g$ is $\tilde t(|\mathbf K_0-\mathbf g|)/\Omega$, with $\Omega$ the cell area. Three of the vectors $\mathbf K_0-\mathbf g$ share the smallest length $K$: they are $\mathbf K_0$ and its rotations $\mathbf K_1,\mathbf K_2$ by $120^\circ$ and $240^\circ$. Keeping these three and writing $w=\tilde t(K)/\Omega$, $\omega=e^{2\pi i/3}$,
\begin{equation}
T_{AA}=w\sum_{j}e^{-i\mathbf K_j\cdot\mathbf d},\qquad
T_{AB}=w\sum_{j}\omega^{j}e^{-i\mathbf K_j\cdot\mathbf d}.
\label{three}
\end{equation}
$T_{BB}$ equals $T_{AA}$, and $T_{BA}$ has $\omega^{-j}$. At AA stacking, $\mathbf d=0$, the same-sublattice waves add to $3w$, while the opposite-sublattice waves cancel because $1+\omega+\omega^2=0$. Where an upper $A$ site lies over a lower $B$ site, only $T_{BA}$ survives, with magnitude $3w$; where an upper $B$ site lies over a lower $A$ site, only $T_{AB}$ does. Same-sublattice tunnelling therefore lives in the AA patches and opposite-sublattice tunnelling in the AB and BA patches. Weakening or shrinking the AA patches, with tunnelling elsewhere unchanged, acts against the first.

\section{What relaxation does to the two amplitudes}

A small twist $\theta$ makes the shift vary in space,
\begin{equation}
\mathbf d(\mathbf r)=\mathbf d_0+\mathbf u,\qquad \mathbf d_0=\theta\,\hat{\mathbf z}\times\mathbf r,
\end{equation}
where $\mathbf u$ is the relative displacement due to relaxation. Since $\mathbf K_j\cdot\mathbf d_0=\mathbf q_j\cdot\mathbf r$ with $\mathbf q_j=\theta\,\mathbf K_j\times\hat{\mathbf z}$, each term of \eqref{three} is a wave $e^{-i\mathbf q_j\cdot\mathbf r}$. Define $w_0$ and $w_1$ as the coefficients of $e^{-i\mathbf q_0\cdot\mathbf r}$ in $T_{AA}$ and $T_{AB}$; threefold symmetry fixes the other two waves. For a rigid bilayer of uniform spacing, $w_0=w_1=w$.

Let the stacking energy per area be $2V_1\sum_{\mathbf g}\cos(\mathbf g\cdot\mathbf d)$, summed over three reciprocal vectors of length $g$ at $120^\circ$. It is $6V_1$ at AA and $-3V_1$ at AB; AA is costly, so $V_1>0$. Try
\begin{equation}
\mathbf u=2u_1\sum_{\mathbf g}\hat{\mathbf g}\sin(\mathbf g\cdot\mathbf d_0).
\end{equation}
Near AA, $\sum\hat{\mathbf g}\hat{\mathbf g}=3/2$ gives $\mathbf d\simeq(1+3u_1g)\mathbf d_0$. For $u_1>0$ the stacking leaves AA faster, so the patch shrinks.

The waves in $\mathbf r$ have wavevectors $\mathbf G=\theta\,\mathbf g\times\hat{\mathbf z}$, perpendicular to $\hat{\mathbf g}$, so this is pure shear. If each layer takes half of $\mathbf u$, the elastic density is $2\cdot\frac{\mu}{2}|\nabla\mathbf u/2|^2=\frac{\mu}{4}|\nabla\mathbf u|^2$, with $\mu$ the shear modulus of one layer. Each wave contributes $(2u_1G)^2/2$ to the mean of $|\nabla\mathbf u|^2$. The stacking energy changes, to first order, by the mean of $-2V_1\sum\mathbf g\cdot\mathbf u\sin(\mathbf g\cdot\mathbf d_0)$. Hence
\begin{equation}
\Delta E=\tfrac32\mu G^2u_1^2-6V_1g\,u_1,\qquad
u_1=\frac{2V_1g}{\mu G^2}=\frac{2V_1}{\mu g\theta^2}.
\label{u1}
\end{equation}
The spacing also follows the stacking: $h=h_m+2h_1\sum\cos(\mathbf g\cdot\mathbf d)$ with $h_1>0$, largest at AA. Let $\kappa=-d\ln w/dh$.

To first order, wave $j$ becomes
\begin{equation}
w\bigl[1-\kappa(h-h_m)-i\mathbf K_j\cdot\mathbf u\bigr]e^{-i\mathbf q_j\cdot\mathbf r}.
\end{equation}
Wave $j=0$ gains nothing at its own wavevector, because $h-h_m$ and $\mathbf u$ have zero mean at this order. Waves 1 and 2 contribute through the harmonic $e^{-i\mathbf g'\cdot\mathbf d_0}$ with $\mathbf g'=\mathbf K_0-\mathbf K_j$. Its coefficient is $h_1$ in $h$ and $iu_1\hat{\mathbf g}'$ in $\mathbf u$. Using $\mathbf K_j\cdot\mathbf g'=-\frac32K^2$ and $g'=\sqrt3K$, each wave contributes
\begin{equation}
-\kappa h_1+u_1\mathbf K_j\cdot\hat{\mathbf g}'=-\eta,\qquad
\eta=\kappa h_1+\tfrac{\sqrt3}{2}Ku_1 .
\end{equation}
The sublattice phases now decide the sign of the total:
\begin{equation}
w_0=w(1-2\eta),\qquad w_1=w\bigl[1-\eta(\omega+\omega^2)\bigr]=w(1+\eta).
\label{law}
\end{equation}
Height and in-plane relaxation act in the same direction. The inequality $w_0<w_1$ rests on the sign of $\eta$; with level layers and AA favoured, $u_1$ and the inequality would both reverse.

\section{The solvable model: six waves}

Set $\hbar=1$ and take $x$ along $\mathbf K_0$. The bonds from $A$ to $B$ are $a(\frac12,\frac1{2\sqrt3})$, $a(-\frac12,\frac1{2\sqrt3})$ and $a(0,-\frac1{\sqrt3})$, with phases $\omega,\omega^*,1$ at $\mathbf K_0$. For in-plane hopping $V_\pi<0$, expanding in the momentum $\mathbf p$ from the Dirac point gives $H_{AB}=v(p_x+ip_y)$, $v=\frac{\sqrt3}{2}a|V_\pi|$. The small rotation of this matrix between layers is dropped. Define
\begin{equation}
S(\varphi)=\begin{pmatrix}0&e^{i\varphi}\\e^{-i\varphi}&0\end{pmatrix}
=e^{i\varphi\sigma_z/2}\sigma_xe^{-i\varphi\sigma_z/2}.
\end{equation}
A wave at angle $\varphi$ has in-plane term $vp\,S(\varphi)$, and tunnelling by $\mathbf q_j$ has matrix $w_0+w_1S(2\pi j/3)$.

At the moire zone centre $\Gamma$ the smallest momenta are $\mathbf q_j$ in layer 1 (angles $-90^\circ,30^\circ,150^\circ$) and $-\mathbf q_j$ in layer 2. They form a hexagon of alternating layers, all with energy scale $\varepsilon=vK\theta$. Keep only these six waves, hence 12 states. The wave at $30^\circ$ connects to $-30^\circ$ through $w_0+w_1S(0)$, and to $90^\circ$ through $w_0+w_1S(240^\circ)=w_0-w_1S(60^\circ)$. Each $S$ points to the midpoint of its link.

Write each spinor as $\psi=e^{i\varphi\sigma_z/2}\chi$. The in-plane term becomes $\varepsilon\sigma_x$ at every corner, and the links from $30^\circ$ to $90^\circ$ and to $-30^\circ$ become, in that order,
\begin{equation}
w_0e^{i\pi\sigma_z/6}-w_1\sigma_x,\qquad w_0e^{-i\pi\sigma_z/6}+w_1\sigma_x .
\end{equation}
The pattern repeats after $120^\circ$, so $\chi(\varphi+120^\circ)=\lambda\chi(\varphi)$. A full turn changes the sign of $e^{i\varphi\sigma_z/2}$, so $\lambda^3=-1$. The layer-2 wave at $-30^\circ$ is $\lambda^*$ times the one at $90^\circ$, and the interlayer block is
\begin{equation}
M=w_0\bigl(e^{i\pi\sigma_z/6}+\lambda^*e^{-i\pi\sigma_z/6}\bigr)+w_1(\lambda^*-1)\sigma_x .
\end{equation}

\textbf{Flat sector, $\lambda=-1$.} Here $M=iw_0\sigma_z-2w_1\sigma_x$. With $\tau$ matrices acting on the layers,
\begin{equation}
H=\bigl(\varepsilon\sigma_x-w_0\tau_y\sigma_z\bigr)-2w_1\tau_x\sigma_x .
\end{equation}
The two terms in brackets anticommute, so the bracket has eigenvalues $\pm\sqrt{\varepsilon^2+w_0^2}$. It commutes with $\tau_x\sigma_x=\pm1$. Both operators and their product are traceless, so each pair of signs occurs once. The level nearest zero is
\begin{equation}
E_f=\bigl|2w_1-\sqrt{\varepsilon^2+w_0^2}\bigr| .
\end{equation}

\textbf{Remote sectors, $\lambda=e^{\pm i\pi/3}$.} For the upper sign, take out the common phase $e^{-i\pi/6}$, which can be absorbed in layer 2. The $w_0$ part is $2\cos[\pi(1+\sigma_z)/6]$, equal to 1 on $A$ and 2 on $B$; the $w_1$ part is $-i\sigma_x$. In sublattice blocks,
\begin{equation}
H=\begin{pmatrix}w_0\tau_x&N\\N&2w_0\tau_x\end{pmatrix},\qquad N=\varepsilon+w_1\tau_y .
\end{equation}
The lower sign gives the same matrix after complex conjugation and exchange of sublattices, so remote levels are doublets. Since $\tau_y\sigma_z$ anticommutes with $H$, levels come in pairs $\pm E$, and $E^4-\frac12\mathrm{tr}(H^2)E^2+\det H=0$. The trace gives $\frac12\mathrm{tr}H^2=5w_0^2+2\varepsilon^2+2w_1^2$. For the determinant, $N\tau_xN=\tau_x(\varepsilon^2-w_1^2)$, so
\begin{equation}
\begin{aligned}
\det H&=\det(w_0\tau_x)\det\Bigl[\tau_x\Bigl(2w_0-\frac{\varepsilon^2-w_1^2}{w_0}\Bigr)\Bigr]\\
&=(\varepsilon^2-w_1^2-2w_0^2)^2 .
\end{aligned}
\end{equation}
The result extends to $w_0=0$ by continuity. The sum and difference of the two positive levels have squares $\frac12\mathrm{tr}H^2\pm2\sqrt{\det H}$, which are $4\varepsilon^2+w_0^2$ and $4w_1^2+9w_0^2$ in one order or the other. The inner level is
\begin{equation}
E_r=\tfrac12\Bigl|\sqrt{4\varepsilon^2+w_0^2}-\sqrt{4w_1^2+9w_0^2}\Bigr| .
\end{equation}

The two same-sublattice paths partly cancel in the flat sector, leaving magnitude $w_0$ on both sublattices. In a remote sector they leave $w_0$ on one and $2w_0$ on the other. For small $w_0$ at fixed $\varepsilon=2w_1$, the flat level moves by $w_0^2/(4w_1)$ and the remote level falls by $17w_0^2/(16w_1)$, about four times as much. If instead $\varepsilon$ is adjusted to keep $E_f=0$, then $\varepsilon^2=4w_1^2-w_0^2$ and
\begin{equation}
E_r=\tfrac12\Bigl[\sqrt{16w_1^2-3w_0^2}-\sqrt{4w_1^2+9w_0^2}\Bigr].
\end{equation}
The first root falls with $w_0$ and the second rises. The separation drops from $w_1$ at $w_0=0$ to zero at $w_0=w_1$. Equal tunnelling brings flat and remote levels together; relaxation moves the system away from that point.

\section{Numbers for a relaxed bilayer}

Take rough graphene-like parameters: $a=2.46$ \AA, $V_\pi=-2.7$ eV, spacings 3.35 \AA\ at AB and 3.60 \AA\ at AA, an AA--AB energy difference $9V_1=0.015$ eV/\AA$^2$, and $\mu=9.5$ eV/\AA$^2$. The other Lam\'e constant, 3.3 eV/\AA$^2$, enters the full force balance but hardly affects the result, because the relaxation is almost pure shear. With $c=h/R$, the hopping at distance $R$ is
\begin{equation}
t=V_\pi(1-c^2)e^{-(R-a/\sqrt3)/\ell}+V_\sigma c^2e^{-(R-3.35\,\text{\AA})/\ell},
\end{equation}
$V_\sigma=0.48$ eV, $\ell=0.45$ \AA. Its Fourier integral at $h_m=3.433$ \AA\ gives $w=0.0906$ eV and $\kappa=2.47$ \AA$^{-1}$.

Solving the full force balance by Fourier iteration, and projecting explicit lattice sums for the tunnelling, gives $w_0$ and $w_1$ at each angle. Among angles from $0.85^\circ$ to $1.25^\circ$ in steps of $0.05^\circ$, the two-amplitude plane-wave model has its narrowest flat bands at $1.20^\circ$. The moire period there is 117 \AA\ (11.7 nm). Equation \eqref{u1} gives
\begin{equation}
u_1=\frac{2(0.001667)}{9.5(2.949)(0.02094)^2}=0.27\ \text{\AA},
\end{equation}
but the nonlinear solution has 0.13 \AA: the weak-relaxation formula is too large by a factor of two. The area where same-sublattice tunnelling is the strongest of the three kinds shrinks from one third to about one twentieth.

Height variation alone gives $(w_0,w_1)=(0.080,0.098)$ eV, in-plane relaxation alone $(0.049,0.102)$ eV, and both together $(0.051,0.119)$ eV, a ratio of 0.43. In-plane motion is the larger cause here, but the ranking depends on the stacking energy. Height variation alone gives a ratio of 0.82, while in-plane relaxation alone gives 0.77 for $9V_1=0.0035$ eV/\AA$^2$ and 0.86 for $0.002$ eV/\AA$^2$. Adding height variation to it slightly raises $w_0$, which the first-order law does not predict. The reason is a second-order effect: AB regions have grown, so the mean spacing falls. To first order in $u_1$ the fall is $6h_1gu_1=6(0.0278)(2.949)(0.131)\approx0.06$ \AA, only a rough estimate at this displacement. The full solution has a fall of 0.054 \AA, which multiplies both amplitudes by $e^{2.47\times0.054}\approx1.14$ and outweighs the local loss at AA: with the mean spacing held at $h_m$, $w_0$ would be 0.045 eV, below the 0.049 eV of in-plane relaxation alone.

To isolate $w_0$, hold the angle at $1.20^\circ$ and $w_1$ at 0.119 eV. A plane-wave basis extending to about five times $|\mathbf q_j|$, sampled on a $6\times6$ momentum mesh, gives (in eV)
\begin{center}
\begin{tabular}{cccc}
$w_0/w_1$ & remote doublet at $\Gamma$ & flat width & gap\\
0 & 0.113 & 0.002 & 0.112\\
0.50 & 0.075 & 0.000 & 0.075\\
0.75 & 0.038 & 0.002 & 0.037\\
1 & 0.002 & 0.003 & 0.000
\end{tabular}
\end{center}
The width covers the two central bands. The gaps are values on this coarse mesh; a finer search of the zone lowers them to 0.071 eV at ratio 0.50 and 0.035 eV at ratio 0.75, and leaves the other gaps and the widths as shown. At ratio 1 the doublet has reached them, so they touch the next bands and the gap is zero. The doublet falls as $w_0$ grows, as in the six-wave model. At the relaxed ratio the gap is 0.084 eV on this mesh (0.080 eV on a finer $12\times12$ mesh) and the width 0.001 eV. The six-wave formulas give $E_r=0.065$ eV and $E_f=0.027$ eV for the same input: they show the mechanism but place the flat condition imprecisely.

A small ratio is not sufficient by itself. At $0.85^\circ$ the ratio is lower still, 0.33, yet the gap is below 0.01 eV and the flat bands are 0.074 eV wide.

\section{How far this carries over to real bilayers}

The magic angle of real samples is near $1.1^\circ$, and estimates of $w_0/w_1$ for graphene near that angle reach 0.7 to 0.8, so the 0.43 found here may well be too low. By \eqref{u1} and \eqref{law}, a smaller stacking energy would give less in-plane relaxation and a larger ratio. One large omission in the two-amplitude model is strain inside each layer, which adds a term of 0.067 eV (root mean square) to the in-plane matrix element $H_{AB}$. Including it with all tunnelling harmonics, at the same $1.20^\circ$, reduces the gap to 0.023 eV (on an $18\times18$ mesh) and widens the flat bands to 0.089 eV. The rigid bilayer at this angle, in the two-amplitude model, has a gap below 0.001 eV on the same mesh and a width of 0.071 eV. The larger separation thus survives in the fuller calculation, but the flatness at this angle does not. Both added terms matter: on a $12\times12$ mesh the extra harmonics alone give a width of 0.038 eV and a gap of 0.062 eV, while strain alone gives a width of 0.12 eV and closes the gap. Among angles from $0.7^\circ$ to $1.3^\circ$ in steps of $0.1^\circ$, the fuller calculation has its narrowest bands at $0.9^\circ$, about 0.01 eV wide with a gap near 0.035 eV on a $6\times6$ mesh. The rigid comparison does not isolate $w_0$, because $w_1$ changes too.

Real devices also have uneven twist. In the two-amplitude model, going from $1.20^\circ$ to $1.10^\circ$ lowers the gap from 0.080 to 0.057 eV (on a $12\times12$ mesh) and widens the flat bands to 0.025 eV. The thermal energy at 300 K is 0.026 eV, about the gap of the fuller calculation, so that gap would be thermally blurred at room temperature. The Coulomb energy at one moire period, for a relative permittivity of 10, is 0.012 eV. This exceeds the 0.001 eV flat width of the two-amplitude model, though not the 0.089 eV of the fuller calculation. Where the bands are as narrow as in the former, the one-electron bands are a starting point for the filled system, not its final spectrum.
